# Fermi-Level Enhancement of Solid-Phase Epitaxy by Neutral and Charged Defects

At 800 K an undoped amorphous layer 100 nm thick, in the model treated here, recrystallizes onto its substrate in 2554 s. With $3\times10^{19}$ donors per cm³, in the layer and the substrate alike, the same thickness needs 1182 s. The donors are fewer than one atom in a thousand, and in the model they exert no chemical influence on bond rearrangement. They act through the Fermi level alone, and the question is how that can more than double the velocity of an interface at which neutral defects are already at work.

Let the crystal/amorphous interface have $N_s$ sites per unit area. A site is either regular or holds one defect in charge state $q=0,-,+$, written $D^0$, $D^-$, $D^+$. A defect in state $q$ causes crystallization events at the rate $k_q$, each adding a volume $\Omega$ to the crystal. If $\theta_q$ is the fraction of sites in state $q$, the interface advances at

$$v=\Omega N_s\,(k_0\theta_0+k_-\theta_-+k_+\theta_+).$$

All three rates are positive, so every charge state promotes growth, and they are taken to be independent of the Fermi level $E_F$. Doping can then change $v$ only by changing the populations.

To find these, suppose first that defects are created and removed fast enough to stay in equilibrium with the interface, and that they exchange electrons with the adjoining crystal, whose bands are flat up to the interface. Measure energies from the valence edge. Making a neutral defect from a regular site costs a free energy $F_0$, apart from the spin degeneracy $g_0$, which is counted separately. No electron is exchanged with the reservoir, so the statistical weight relative to a regular site is

$$w_0=g_0e^{-F_0/kT},$$

which does not contain $E_F$. To make $D^-$, an electron is taken from the reservoir, which gives up $E_F$, and is placed in the acceptor level $E_-$ of the defect. To make $D^+$, an electron leaves the donor level $E_+$ and enters the reservoir at $E_F$. Hence

$$w_-=g_-e^{-(F_0+E_--E_F)/kT},\qquad
w_+=g_+e^{-(F_0-E_++E_F)/kT}.$$

The neutral defect is given one unpaired electron, so $g_0=2$, and the charged ones have paired spins, so $g_\pm=1$.

Independent sites have the single-site partition function $1+W$, with $W=w_0+w_-+w_+$, and therefore $\theta_q=w_q/(1+W)$. Dividing the weights by $w_0$ removes the formation energy:

$$\frac{w_-}{w_0}=\frac{g_-}{g_0}e^{(E_F-E_-)/kT},\qquad
\frac{w_+}{w_0}=\frac{g_+}{g_0}e^{(E_+-E_F)/kT}.$$

Now let $E_i$ be the Fermi level of intrinsic material at the same temperature, and split the exponents as $E_F-E_-=(E_F-E_i)+(E_i-E_-)$ and $E_+-E_F=(E_+-E_i)-(E_F-E_i)$. With

$$u=e^{(E_F-E_i)/kT},\qquad b_-=\frac{k_-g_-}{k_0g_0}e^{(E_i-E_-)/kT},\qquad
b_+=\frac{k_+g_+}{k_0g_0}e^{(E_+-E_i)/kT},$$

the velocity becomes

$$v=\Omega N_s\frac{k_0w_0}{1+W}\left(1+b_-u+\frac{b_+}{u}\right).$$

The numbers $b_\pm$ are the contributions of the charged defects to intrinsic growth, relative to that of $D^0$. Intrinsic material has $u=1$. In the ratio of doped to intrinsic velocity at one temperature, $\Omega N_sk_0w_0$ cancels, because $w_0$ is the same in both. Writing $W_i$ for the intrinsic value of $W$,

$$\frac{v}{v_i}=\frac{1+W_i}{1+W}\,R,\qquad
R=\frac{1+b_-u+b_+/u}{1+b_-+b_+}.$$

For dilute defects, $W\ll1$, the first factor is unity and $R$ is the enhancement. If $D^+$ is negligible, adding and subtracting $b_-$ in the numerator gives

$$R=\frac{(1+b_-)+b_-(u-1)}{1+b_-}=1+f_i(u-1),\qquad f_i=\frac{b_-}{1+b_-}.$$

Here $f_i$ is the share of intrinsic growth carried by $D^-$. The neutral channel keeps its absolute contribution, while the charged channel is multiplied by $u$. A small share can therefore become important when $u$ is large.

The relation between $u$ and doping follows from charge neutrality in the crystal. For non-degenerate carriers, with band densities $N_c$ and $N_v$ and gap $E_g$, $n=N_ce^{(E_F-E_g)/kT}$ and $p=N_ve^{-E_F/kT}$. Their product is

$$n_i^2=N_cN_ve^{-E_g/kT},$$

and setting $n=p$ gives $E_i=E_g/2+(kT/2)\ln(N_v/N_c)$. Consequently $n=n_iu$ and $p=n_i/u$. If all dopants are ionized and $N=N_D-N_A$ is the net donor density, neutrality $p-n+N=0$ becomes

$$u-\frac1u=\frac{N}{n_i}\equiv2s,\qquad u^2-2su-1=0,\qquad u=s+\sqrt{1+s^2}.$$

The positive root is required because $u$ is an exponential. For weak doping, $|s|\ll1$, it gives $u\simeq1+s$, so with $D^-$ alone $R-1\simeq f_iN/(2n_i)$. For strong n-type doping, $u\simeq N/n_i$. Complete compensation, $N=0$, returns $u=1$ and removes the enhancement, however many dopants of each sign are present.

In the example, $kT=0.06894$ eV and $E_g=0.960$ eV. The band densities are $N_c=1.306\times10^{20}$ and $N_v=1.089\times10^{20}$ cm⁻³, which give $n_i=1.129\times10^{17}$ cm⁻³ and $E_i=0.4737$ eV. The acceptor level lies at $E_-=0.800$ eV, that is, 0.16 eV below the conduction edge. The two charge states are equally effective, $k_-=k_0$, and $D^+$ is left out. Then

$$b_-=0.5\,e^{(0.4737-0.800)/0.06894}=0.0044,$$

$$s=\frac{3\times10^{19}}{2(1.129\times10^{17})}=132.9,\qquad u=265.8,$$

$$R=\frac{1+0.0044\times265.8}{1+0.0044}=\frac{2.169}{1.0044}=2.16,$$

where $b_-u=1.169$ has been evaluated before rounding. Undoped, the charged defects carry 0.44 % of the growth; doped, they carry 54 %. The intrinsic velocity is set to $4\times10^{15}$ nm/s times $e^{-2.70\,\mathrm{eV}/kT}$, or 0.0392 nm/s, and the doped velocity is $2.16\times0.03916=0.0846$ nm/s. These give the two regrowth times of the opening.

The promotion of growth by both neutral and charged defects does not, however, make every doping an enhancement. With both charged states present,

$$R-1=\frac{b_-(u-1)+b_+(1/u-1)}{1+b_-+b_+}
=\frac{(u-1)(b_--b_+/u)}{1+b_-+b_+},$$

since $1/u-1=-(u-1)/u$. In n-type material $u>1$, and growth is faster than intrinsic if and only if $u>b_+/b_-$. In p-type material $u<1$, the first factor is negative, and the condition is $u<b_+/b_-$. If intrinsic growth owes more to $D^+$ than to $D^-$, light n-type doping takes away more growth through $D^+$ than it adds through $D^-$. The derivative of the numerator of $R$ is $b_--b_+/u^2$, and its second derivative $2b_+/u^3$ is positive, so there is one minimum:

$$u_{\min}=\sqrt{b_+/b_-},\qquad
R_{\min}=\frac{1+2\sqrt{b_-b_+}}{1+b_-+b_+}.$$

As a second case, place $E_+$ at 0.45 eV, close to $E_i$, and take $k_-/k_0=2$ and $k_+/k_0=3$. Then $b_-=0.0088$ and $b_+=1.063$. The velocity falls to 0.576 of its intrinsic value at $u=11.0$ and recovers it at $u=121$. By $N=n_i(u-1/u)$ these points correspond to about $1.2\times10^{18}$ and $1.4\times10^{19}$ donors per cm³. A numerical minimization and root search on the velocity, obtained by summing over all microstates of three sites, gave the same minimum and crossing. With $D^-$ alone, acceptors slow growth, but by no more than the factor $1/(1+b_-)=0.9956$, because the neutral channel remains.

The enhancement in the main example cannot come from a higher efficiency of charged defects, since $k_-=k_0$. It must come from a larger number of defects, and this makes the supply of defects a physical condition on the result. Let regular sites create $D^0$ at the rate $G$ per site, let $D^0$ annihilate at the rate $A$, and let it capture and emit an electron at the rates $c$ and $e$. Suppose in addition that $D^-$ is lost irreversibly at the rate $L$, for instance because crystallization consumes it. Take $G$, $A$ and $L$ independent of $E_F$. For dilute defects the steady state obeys

$$0=G-(A+c)\theta_0+e\theta_-,\qquad 0=c\theta_0-(e+L)\theta_-.$$

Adding the equations cancels the charge exchange and leaves $G=A\theta_0+L\theta_-$. If charge exchange is fast, $e\gg L$, the second equation gives

$$\frac{\theta_-}{\theta_0}\simeq\frac ce=x,\qquad x=\frac{g_-}{g_0}e^{(E_F-E_-)/kT},$$

where detailed balance between the two charge states fixes $c/e$. With $\lambda=L/A$ and $r=k_-/k_0$,

$$\theta_0=\frac{G/A}{1+\lambda x},\qquad
v\propto k_0\theta_0(1+rx),$$

$$\frac v{v_i}=\frac{1+rx}{1+\lambda x}\,\frac{1+\lambda x_i}{1+rx_i}.$$

For $\lambda=0$ this is the earlier result, because $rx=b_-u$. The derivative of $(1+rx)/(1+\lambda x)$ with respect to $x$ is $(r-\lambda)/(1+\lambda x)^2$, so donors speed growth only if $r>\lambda$. When $\lambda>0$ the ratio also saturates at large $x$ instead of rising linearly.

The case $\lambda=1$ has the same form as a frozen total number of defects, for which $\theta_0=\theta_{\rm tot}/(1+x)$. Charging then only converts one kind of defect into the other. With $r=1$ nothing is gained and the ratio is 1. With $r=3$ the frozen population gives 2.06, whereas a population replenished through the neutral state gives 4.45 at the same doping.

A direct path for the annihilation of $D^-$ does no harm if its reverse also operates. Detailed balance requires the reverse process to create $D^-$ at the rate $LxG/A$. The sum of the steady-state equations then reads

$$G+\frac{LxG}{A}=(A+Lx)\theta_0.$$

Its left side is $(G/A)(A+Lx)$, so $\theta_0=G/A$ again, whatever the Fermi level. The harm comes from the irreversible part of the loss. Regrowth is itself a driven, irreversible process, so equilibrium of the defects is an assumption about rates and not a consequence of thermodynamics. An irreversible loss of $D^-$ at one tenth of the annihilation rate of $D^0$ lowers the example from 2.16 to 1.93.

The linear law also ends when the interface runs out of regular sites, as the factor $(1+W_i)/(1+W)$ shows. Put $F_0=0.05$ eV, an artificially low cost, so that $w_0=2e^{-0.05/0.06894}=0.9684$. The population ratios $x=1.169$ and $x_i=0.0044$ give $W=0.9684\times2.169=2.10$ and $W_i=0.9684\times1.0044=0.973$. The enhancement falls to $2.16\times1.973/3.10=1.37$, and the sum over microstates also gives 1.374.

Doping changes the temperature dependence of growth as well. Define the apparent activation energy as $E_a=-d\ln v/d\beta$, with $\beta=1/kT$, and keep $D^-$ as the one charged state. Since $v=Rv_i$, the doped and intrinsic values differ by $-d\ln R/d\beta$. Let $y=b_-u$ and $\Delta=E_g-E_-$. Using $n=N_ce^{(E_F-E_g)/kT}$ in the population ratio gives

$$y=r\frac{g_-}{g_0}\frac{n}{N_c}e^{\beta\Delta},\qquad
\frac{d\ln(1+y)}{d\beta}=\frac{y}{1+y}\frac{d\ln y}{d\beta}.$$

The factor $y/(1+y)$ is the share of growth carried by $D^-$: $f_d$ in the doped layer and $f_i$ in the intrinsic one. Take $r$ and $\Delta$ independent of temperature and $N_c,N_v\propto T^{3/2}$. Because $d\ln T/d\beta=-kT$, one has $d\ln N_c/d\beta=-\tfrac32kT$. In the extrinsic regime $n=N$ is constant, and

$$\frac{d\ln y}{d\beta}=\Delta+\tfrac32kT.$$

In intrinsic material $n=n_i$. For a linear gap $E_g=E_{g0}-\alpha T$, the product $\beta E_g$ equals $\beta E_{g0}$ minus a constant, so $d\ln n_i/d\beta=-\tfrac32kT-E_{g0}/2$. The terms in $kT$ cancel in $n_i/N_c$, and $d\ln y_i/d\beta=\Delta-E_{g0}/2$. Therefore

$$E_{a,d}-E_{a,i}=-f_d\left(\Delta+\tfrac32kT\right)+f_i\left(\Delta-\tfrac12E_{g0}\right).$$

With $E_{g0}=1.20$ eV this is

$$-0.539(0.16+0.103)+0.0044(0.16-0.60)=-0.144\ \text{eV}.$$

A finite difference in $\beta$, with neutrality solved anew at each temperature, also gives $-0.144$ eV. Thus $R$ falls on heating: at fixed donor density the Fermi level moves away from the conduction edge, and the occupation of a level at fixed depth drops. The shift is local in temperature, since $f_d$ itself changes with $T$. It also depends on tying the level to the conduction edge. If $E_-$ were fixed relative to the valence edge instead, $\Delta$ in the formula would be replaced by $E_{g0}-E_-=0.40$ eV and the shift would be about $-0.27$ eV.

Boltzmann statistics becomes poor as $N$ approaches $N_c$. The defect populations depend on $E_F$, so $u=e^{(E_F-E_i)/kT}$ stays in the formula for $R$, but it no longer equals $n/n_i$. Pauli exclusion requires a higher Fermi level to hold the same electron density, so $R$ rises faster than linearly:

| Donors (cm⁻³) | $R$, Boltzmann | $R$, Fermi–Dirac |
|---|---|---|
| $10^{18}$ | 1.035 | 1.035 |
| $10^{19}$ | 1.38 | 1.39 |
| $3\times10^{19}$ | 2.16 | 2.26 |
| $10^{20}$ | 4.88 | 6.07 |

At $3\times10^{19}$ cm⁻³ degeneracy raises $R$ by 5 % relative to the Boltzmann value; at $10^{20}$ cm⁻³ it raises it by 24 %, and the simple law is no longer adequate.

Flat bands are a further idealization, because $D^-$ charges the interface and repels the electrons that feed it. Let the electron energy be raised by $ykT$ at distance $z$ into the crystal, where $y$ now denotes the bending. The electron density is $Ne^{-y}$ and the net charge density $eN(1-e^{-y})$, with $e$ now the elementary charge. For permittivity $\varepsilon$, Poisson's equation is

$$\frac{d^2y}{dz^2}=\frac{1-e^{-y}}{\ell^2},\qquad \ell^2=\frac{\varepsilon kT}{e^2N}.$$

Multiplying by $dy/dz$ and integrating from the bulk, where $y$ and its slope vanish, gives

$$\left(\frac{dy}{dz}\right)^2=\frac{2}{\ell^2}(y+e^{-y}-1).$$

If all field lines enter the crystal, Gauss's law equates $\varepsilon(kT/e)|dy/dz|$ at the interface to the charge $e[D^-]$ per area. The bending reduces $[D^-]$ to $[D^0]xe^{-y}$ and leaves the neutral density unchanged. With $\varepsilon kT/e^2=N\ell^2$,

$$N\ell\sqrt{2(y+e^{-y}-1)}=[D^0]\,x\,e^{-y}.$$

For an assumed $[D^0]=5\times10^{11}$ cm⁻² and relative permittivity 12, $\ell=1.23$ nm and $y=0.140$, a bending of 9.7 meV. Then $R=(1+1.169e^{-0.140})/1.0044=2.01$, with the much smaller bending in intrinsic material neglected. This estimate treats the charge as a uniform sheet. At the assumed density the mean spacing of the charged defects is about eleven screening lengths, and $\ell$ is itself shorter than the 3.2 nm spacing of the donors, so the estimate gives only the scale of their mutual repulsion. The screening energy of each single defect, which also changes with doping, is left out and can be larger: linear screening by the crystal half-space gives $e^2/(12\pi\varepsilon\ell)\approx0.03$ eV, which favours $D^-$ and so acts against the bending. Even without the bending, the defects would occupy only 0.155 % of $7\times10^{14}$ sites per cm², so site filling is unimportant here. The amorphous side has been treated as free of charge. Gap states in a real amorphous layer tend to hold its Fermi level near midgap and can deplete the crystal much more strongly. For a uniform density of such states, neutral at $E_i$, the same charge balance gives a bending of about 0.06 eV and $R\approx1.5$ at $10^{19}$ cm⁻³eV⁻¹, and about 0.15 eV and $R\approx1.1$ at $10^{20}$ cm⁻³eV⁻¹. The flat-band result therefore holds only if the defects sense the Fermi level of the undepleted crystal.

The parameters lie in the rough regime of donor-doped silicon, whose intrinsic regrowth has an activation energy near 2.7 eV. The 2.16 should not be carried over to donor densities of $10^{20}$ cm⁻³ and above, or to other temperatures, because $R$ depends on both. The level depth and the equality of $k_-$ and $k_0$ are choices, not measured properties of silicon. Two further corrections concern the donors and the band edge. If the donors were isolated levels 0.045 eV deep, only 64 % would be ionized and $R$ would be 1.74. This is a pessimistic estimate, since at this density donor states in silicon merge with the band. If heavy doping lowered the conduction edge by an assumed 0.03 eV while the defect level stayed fixed, $R$ would be 1.75, and for 0.05 eV it would be 1.56; if the level followed the edge, this correction would vanish. A $D^+$ level 0.16 eV above the valence edge, with $k_+=k_0$, changes $R$ only to 2.15. A misfit stress of about 5 MPa, with an assumed activation volume of 0.005 nm³, alters the velocity by about 0.2 %. Each correction was applied alone, and they need not add. Chemical retardation by the dopant, which can matter at high concentration, is not included.

Temperature control affects the velocity far more than the enhancement. A layer 5 K too hot has an intrinsic velocity 28 % higher, while $R$ is only 1.3 % lower. When $R$ is to be found from two layers, they should therefore be held at the same temperature: an unnoticed difference of 5 K between them would produce an error in $R$ of $+26$ % if the doped layer were the hotter one and $-22$ % if the intrinsic layer were, comparable to the largest corrections in the preceding paragraph.

## Calculated quantities

```
temperature 800 K, kT 0.06894 eV
gap 0.960 eV = 1.20 eV - 3.0e-04 eV/K * T
band densities at 300 K: Nc 3.00e+19, Nv 2.50e+19 cm^-3
band densities at T: Nc 1.306e+20, Nv 1.089e+20 cm^-3
intrinsic density n_i 1.129e+17 cm^-3
intrinsic level E_i 0.4737 eV above valence edge
D- level 0.800 eV above valence edge, 0.16 eV below Ec
rate ratio k-/k0 1.0, spin ratio g-/g0 0.5
donors 3.0e+19 cm^-3, u = n/n_i 265.77
Fermi level 0.8586 eV above valence edge
b_minus 0.00440, b_minus*u 1.1694
D-/D0 population ratio: intrinsic 0.00440, doped 1.1694
D- share of growth: intrinsic 0.00438, doped 0.5391
ENHANCEMENT R 2.1599
velocity prefactor 4.0e+15 nm/s, barrier 2.70 eV
velocity: intrinsic 0.03916 nm/s, doped 0.08458 nm/s
time for 100 nm: intrinsic 2554 s, doped 1182 s
activation energy shift: formula -0.1439 eV, numeric -0.1439 eV
donors 1e+18 cm^-3: R Boltzmann 1.035, Fermi-Dirac 1.035
donors 1e+19 cm^-3: R Boltzmann 1.384, Fermi-Dirac 1.394
donors 3e+19 cm^-3: R Boltzmann 2.160, Fermi-Dirac 2.258
donors 1e+20 cm^-3: R Boltzmann 4.877, Fermi-Dirac 6.068
acceptors 3e18 cm^-3, D- only: R 0.99578
frozen defect number: R 1.0000 (k-/k0=1), 2.0601 (k-/k0=3)
open defect number, k-/k0=3: R 4.4496
site filling test, cost 0.05 eV: R 1.3741
deep D+ case: level 0.45 eV, k-/k0 2, k+/k0 3
deep D+ case: b_minus 0.00880, b_plus 1.0634
deep D+ case: minimum R 0.5760 at u 10.99
deep D+ case: R returns to 1 at u 120.8
neglected, carrier degeneracy: R 2.2581
neglected, isolated donors 0.045 eV deep: R 1.7401
  ionized share in that bound 0.639
neglected, Ec lowered 0.03 eV, D- level fixed: R 1.7491
neglected, band bending: R 2.0074
  neutral sheet 5.0e+11 cm^-2, relative permittivity 12
  bending 9.68 meV = 0.1404 kT, Debye length 1.234 nm
neglected, mirror D+ level 0.16 eV above Ev: R 2.1487
neglected, D- loss at 0.1 of D0 annihilation: R 1.9346
neglected, misfit stress 5.4 MPa: velocity change 0.24 %
  strain per donor density 1e-24 cm^3, modulus 180 GPa
  activation volume 0.005 nm^3
neglected, filled sites 0.155 % of 7e+14 cm^-2
5 K too hot: v_i changes 27.5 %, R changes -1.28 %
```
